\section*{Capacitance Transient Amplitude of Deep Traps in a Metal-Semiconductor Contact}

\section{Depletion charge, frozen traps and capacitance}

\subsection{Definitions and conventions}

A planar metal contact of area $A$ occupies the plane $x=0$, and a uniform n-type semiconductor of permittivity $\varepsilon$ fills $x>0$. The elementary charge $q$ is positive. The semiconductor contains shallow donors of density $N_D$, all ionized, and deep electron traps of density $N_T$. The fraction of traps at position $x$ that hold an electron is $f(x)$.

The electrostatic potential $\psi(x)$ is measured from the neutral bulk, where $\psi=0$ and $\psi'=0$. At the metal $\psi(0)=-V$. The total band bending $V>0$ is the built-in part plus the reverse bias,
\begin{equation}
V=V_{\rm bi}+V_R .
\label{eq:bending}
\end{equation}
The thermal voltage is $\theta=k_BT/q$. In the part of the layer where electrons matter, their quasi-Fermi level is taken to be flat and equal to that of the bulk. For a nondegenerate semiconductor this gives
\begin{equation}
n(x)=n_0\,e^{\psi(x)/\theta},
\label{eq:boltzmann}
\end{equation}
where $n_0$ is the bulk electron density. Holes are neglected.

Two kinds of trap have to be distinguished. An acceptor-like trap is neutral when empty and has charge $-q$ when filled. A donor-like trap has charge $+q$ when empty and is neutral when filled. The charge densities are
\begin{align}
\rho_{\rm acc}&=q\,[N_D-N_Tf-n],\\
\rho_{\rm don}&=q\,[N_D+N_T(1-f)-n].
\end{align}
Writing $-N_Tf=-N_T+N_T(1-f)$ in the first line brings both to one form,
\begin{equation}
\rho=q\,[N_b+N_T(1-f)-n],
\qquad
N_b=\begin{cases}N_D-N_T&\text{acceptor-like},\\ N_D&\text{donor-like}.\end{cases}
\label{eq:rho}
\end{equation}
Here $N_b$ is the net density of fixed positive charge when every trap is filled. Emptying a trap adds one positive charge in both cases, and for this reason the two kinds will share the same leading transient.

The measurement has three stages. The diode first rests at reverse bias $V_R$. A pulse then lowers the bias, the depletion layer shrinks, and electrons fill traps that had been empty. At time $t=0$ the bias returns to $V_R$ and is held there while the traps emit their electrons. With $C(0^+)$ the capacitance just after the return and $C_\infty$ its final value, define
\begin{equation}
\Delta C=C(0^+)-C_\infty .
\label{eq:deltaC}
\end{equation}
For electron emission in n-type material $\Delta C$ will turn out negative. The word amplitude means $|\Delta C|/C_\infty$.

\subsection{Filling and emptying of a trap}

A trap captures electrons at the rate $c_nn$ when empty and emits at the rate $e_n$ when filled, so that
\begin{equation}
\frac{df}{dt}=c_nn(1-f)-e_nf .
\label{eq:rate}
\end{equation}
The capture coefficient is $c_n=\sigma v_{\rm th}$, with capture cross-section $\sigma$ and thermal speed $v_{\rm th}$. The two rates are tied together by equilibrium. Let $E_c$ be the conduction-band edge, $E_t$ the trap level, $E_F$ the Fermi level and $N_c$ the effective density of states. With a trap degeneracy factor of one,
\begin{equation}
\frac{1-f}{f}=e^{(E_t-E_F)/k_BT},
\qquad n=N_ce^{-(E_c-E_F)/k_BT}.
\end{equation}
Setting $df/dt=0$ in Eq.~\eqref{eq:rate} gives $e_n=c_nn(1-f)/f$. The Fermi level cancels in the product, and
\begin{equation}
e_n=c_nn_1,\qquad n_1=N_ce^{-(E_c-E_t)/k_BT}.
\label{eq:emission}
\end{equation}
The steady solution of Eq.~\eqref{eq:rate} is therefore
\begin{equation}
f=\frac{n}{n+n_1}.
\label{eq:steady}
\end{equation}
Traps are full where $n\gg n_1$, empty where $n\ll n_1$, and half filled where $n=n_1$. A trap is deep, for the present purpose, when $n_1\ll n_0$. It is then almost full in the bulk. Charge neutrality in Eq.~\eqref{eq:rho} gives $n_0=N_b+N_Tn_1/(n_0+n_1)$, which reduces to $n_0\simeq N_b$ when also $N_Tn_1\ll N_b^2$; this is assumed below.

\subsection{The edge of the depletion layer}

Poisson's equation is $\psi''=-\rho/\varepsilon$. Near the edge of the depletion layer the traps are still full, so $f=1$ and $n_0=N_b$ give
\begin{equation}
\psi''=-\frac{qN_b}{\varepsilon}\left(1-e^{\psi/\theta}\right).
\label{eq:edgepoisson}
\end{equation}
Multiply by $\psi'$. The left side becomes the derivative of $\psi'^2/2$, and the right side the derivative of $-(qN_b/\varepsilon)(\psi-\theta e^{\psi/\theta})$. The integration constant follows from $\psi=\psi'=0$ in the bulk, with the result
\begin{equation}
\psi'^2=\frac{2qN_b}{\varepsilon}\left(-\psi-\theta+\theta e^{\psi/\theta}\right).
\label{eq:firstintegral}
\end{equation}
A few thermal voltages into the layer the exponential is negligible. There Eq.~\eqref{eq:edgepoisson} says that $\psi'$ falls linearly with $x$. The point at which this straight line extrapolates to zero defines the depletion width $W$:
\begin{equation}
\psi'=\frac{qN_b}{\varepsilon}(W-x).
\label{eq:linefield}
\end{equation}
Inserting Eq.~\eqref{eq:linefield} into Eq.~\eqref{eq:firstintegral} without the exponential yields
\begin{equation}
-\psi=\theta+\frac{qN_b}{2\varepsilon}(W-x)^2 .
\label{eq:parabola}
\end{equation}
This is the parabola of an abrupt edge with an offset of one thermal voltage. The offset is all that remains of the electron tail once the tail has been passed.

The distance from $W$ to the place where traps are half filled is called $\lambda$. At that place $n=n_1$, so Eq.~\eqref{eq:boltzmann} gives $-\psi=\theta\ln(n_0/n_1)$. Equation~\eqref{eq:parabola} at $x=W-\lambda$ then gives
\begin{equation}
\lambda^2=\frac{2\varepsilon\theta}{qN_b}\left[\ln\frac{n_0}{n_1}-1\right].
\label{eq:lambda}
\end{equation}
Traps in the strip $W-\lambda<x<W$ lie below the Fermi level and remain full, although the strip contains few free electrons. The bias does not appear in Eq.~\eqref{eq:lambda}: the strip moves with the edge and keeps its thickness. Here $k_BT\ln(n_0/n_1)$ is the height of the bulk Fermi level above the trap level, so a deeper trap has a thicker strip.

The passage from full to empty is not perfectly sharp. By Eq.~\eqref{eq:linefield} the field at $x=W-\lambda$ is $qN_b\lambda/\varepsilon$, and the potential changes there by $\theta$ over the distance
\begin{equation}
\ell=\frac{\varepsilon\theta}{qN_b\lambda}
=\frac{\lambda}{2[\ln(n_0/n_1)-1]} ,
\label{eq:smear}
\end{equation}
where the second form uses Eq.~\eqref{eq:lambda}. When the logarithm is large, $\ell\ll\lambda$, and $f$ may be replaced by a step at $W-\lambda$, provided that $N_T$ is not much larger than $N_b$. Otherwise the charge $N_T(1-f)$ exceeds $N_b$ already inside the strip, where $f=1$ was assumed. When $n_1$ approaches $n_0$ the logarithm is of order one. The trap is then partly empty even in the bulk, the strip merges with the electron tail, and the treatment fails.

\subsection{One integral relation for the bending}

To the left of the tail, define the shifted potential $\phi=\psi+\theta$. It obeys
\begin{equation}
\phi''=-\frac{q}{\varepsilon}\,[N_b+N_T(1-f)] .
\end{equation}
By Eq.~\eqref{eq:parabola} it joins a parabola that has $\phi(W)=0$ and $\phi'(W)=0$. The real contact can thus be replaced by an abrupt layer of width $W$ whose bending is $V-\theta$. Multiply the equation for $\phi$ by $x$ and integrate by parts:
\begin{align}
\int_0^W x\phi''\,dx
&=\bigl[x\phi'\bigr]_0^W-\int_0^W\phi'\,dx\nonumber\\
&=0-[\phi(W)-\phi(0)]=\phi(0)=-(V-\theta).
\end{align}
The first term vanishes at $x=0$ because of the factor $x$, and at $x=W$ because $\phi'=0$. Hence
\begin{equation}
V-\theta=\frac{q}{\varepsilon}\int_0^W x\,[N_b+N_T(1-f)]\,dx .
\label{eq:moment}
\end{equation}
The bending fixes the first moment of the charge about the metal plane. A charge far from the metal has its field spread over a longer path and contributes more potential. Equation~\eqref{eq:moment} holds for any trap filling $f(x)$ in the interior, provided that the traps are full throughout the electron tail.

\subsection{Capacitance at high frequency}

The capacitance is measured with a small alternating voltage of angular frequency $\omega\gg e_n$. The traps cannot follow it, so $f(x)$ is held fixed while $V$ changes by $dV$. Only the upper limit in Eq.~\eqref{eq:moment} moves. Since $f(W)=1$,
\begin{equation}
dV=\frac{q}{\varepsilon}N_bW\,dW .
\label{eq:dV}
\end{equation}
The positive charge in the semiconductor, balanced by negative charge on the metal, is
\begin{equation}
Q=qA\int_0^W[N_b+N_T(1-f)]\,dx,
\qquad dQ=qAN_b\,dW .
\label{eq:dQ}
\end{equation}
Dividing Eq.~\eqref{eq:dQ} by Eq.~\eqref{eq:dV},
\begin{equation}
C=\frac{dQ}{dV}=\frac{\varepsilon A}{W}.
\label{eq:cap}
\end{equation}
The added charge appears at the edge, a distance $W$ from the metal, whatever static charge lies between. The trapped charge influences $C$ through its effect on $W$.

The condition on $\omega$ can be made quantitative. Let the potential oscillate as $\delta\psi\,e^{i\omega t}$, so that $\delta n=n\,\delta\psi/\theta$. Linearizing Eq.~\eqref{eq:rate} gives
\begin{equation}
\delta f=\frac{c_nn(1-f)}{i\omega+c_nn+e_n}\,\frac{\delta\psi}{\theta},
\qquad
|\delta f|\le\frac{e_n}{\omega}\,f\,\frac{|\delta\psi|}{\theta}.
\label{eq:probe}
\end{equation}
The bound uses the steady-state identity $c_nn(1-f)=e_nf$ and the fact that the modulus of the denominator is at least $\omega$. Even traps near the edge, where capture is fast, respond weakly, because they are almost full.

\subsection{The weight of a trapped electron}

Now let the bias be constant and let the filling change slowly by $\delta f(x)$. The left side of Eq.~\eqref{eq:moment} does not change. To first order the variation of the right side is
\begin{equation}
0=N_bW\,\delta W-N_T\int_0^Wx\,\delta f\,dx .
\end{equation}
The first term comes from the moving limit and the second from the changed integrand. Since $C\propto1/W$,
\begin{equation}
\frac{\delta C}{C}=-\frac{\delta W}{W}
=-\frac{N_T}{N_bW^2}\int_0^Wx\,\delta f\,dx .
\label{eq:weight}
\end{equation}
More trapped electrons mean less positive charge. The layer must widen to support the same bending, and the capacitance falls.

The weight $x$ has a practical meaning. Traps close to the metal barely affect the capacitance, and traps near the edge affect it most. If the same density is refilled in two slabs of equal thickness, the changes stand in the ratio of the distances of the slab centres from the metal.

The factor one half can already be read from Eq.~\eqref{eq:weight}. If all traps between $0$ and $W$ change from empty to full, then $\delta f=1$ and the integral is $W^2/2$. The relative change is $-N_T/(2N_b)$, which to first order in $N_T/N_D$ is $-N_T/(2N_D)$. The factor is the mean distance of a uniform charge from the metal, $W/2$, divided by the distance $W$ of the edge at which the layer compensates for it.

This argument supposes that every trap in the layer takes part. The strip of thickness $\lambda$ does not, because its traps stay full, and some traps near the metal may stay empty during the pulse. Both exclusions reduce the signal. The strip does so more strongly for its thickness, since it lies where the weight is largest.

\section{Transient amplitude and its conditions}

\subsection{Quantities carried over}

The depletion width is $W$, the total bending $V$, the thermal voltage $\theta=k_BT/q$, and the bulk electron density $n_0$. Shallow donors have density $N_D$ and deep traps $N_T$. The net fixed density with all traps filled is $N_b$, equal to $N_D-N_T$ for acceptor-like and $N_D$ for donor-like traps. A trap is half filled at the electron density $n_1$, emits at the rate $e_n$, and captures at the rate $c_nn$. The strip $W-\lambda<x<W$, with $\lambda$ from Eq.~\eqref{eq:lambda}, keeps its traps full. The bending obeys the moment relation \eqref{eq:moment}, the high-frequency capacitance is $C=\varepsilon A/W$, and a change of filling acts through Eq.~\eqref{eq:weight}.

\subsection{The layer before and after emission}

Let the pulse last long enough for the traps to reach their steady filling at the pulse bias, where the width is $W_p$. Traps are then full for $x>x_p$ and empty for $x<x_p$, with
\begin{equation}
x_p=W_p-\lambda .
\label{eq:xp}
\end{equation}
If this is negative, all traps are filled and $x_p=0$.

Just after the return to reverse bias the electrons have left the wide layer, but the traps have not yet emitted. Let $W_0$ be the width at this moment. The extra positive charge $N_T$ is present for $0<x<x_p$ alone, so Eq.~\eqref{eq:moment} reads
\begin{equation}
\frac{2\varepsilon}{q}(V-\theta)=N_bW_0^2+N_Tx_p^2 .
\label{eq:initial}
\end{equation}
After emission the traps are empty up to $W-\lambda$, where $W$ is the final width:
\begin{equation}
\frac{2\varepsilon}{q}(V-\theta)=N_bW^2+N_T(W-\lambda)^2 .
\label{eq:final}
\end{equation}
Equation~\eqref{eq:final} is quadratic in $W$, and its positive root is the width. With the pulse bending in place of $V$, the same equation gives $W_p$.

The bias is the same in the two states. Equating the right sides and dividing by $N_bW^2$,
\begin{equation}
\frac{W_0^2}{W^2}=1+\frac{N_T}{N_b}G,
\qquad
G=\frac{(W-\lambda)^2-x_p^2}{W^2}.
\label{eq:G}
\end{equation}
Since $C\propto1/W$,
\begin{equation}
\frac{C(0^+)}{C_\infty}=\left(1+\frac{N_T}{N_b}G\right)^{-1/2}.
\label{eq:full}
\end{equation}
Within the step approximation for $f$, this holds without assuming that $N_T/N_D$ is small. The step approximation itself needs $N_b$ positive and much larger than $n_1$, and $N_T$ not much larger than $N_b$. It degrades for strongly compensating acceptor-like traps and for donor-like traps far denser than the doping.

\subsection{Small concentration and wide layer}

For small $y$, $(1+y)^{-1/2}=1-y/2+3y^2/8-\dots$. To first order in $N_T/N_D$ the difference between $N_b$ and $N_D$ in the denominator may be dropped, and
\begin{equation}
\frac{\Delta C}{C_\infty}=-\frac{N_T}{2N_D}\,G .
\label{eq:firstorder}
\end{equation}
The edge factor written out is
\begin{equation}
G=1-\frac{2\lambda}{W}+\frac{\lambda^2}{W^2}-\frac{x_p^2}{W^2}.
\label{eq:Gexpand}
\end{equation}
If the traps are refilled and then emptied throughout nearly the whole layer, $\lambda/W$ and $x_p/W$ are small, $G$ approaches one, and
\begin{equation}
\boxed{\frac{\Delta C}{C_\infty}\longrightarrow-\frac{N_T}{2N_D}} .
\label{eq:result}
\end{equation}
The amplitude is the trap density over twice the shallow doping. The minus sign says that the capacitance starts low and rises as electrons leave.

Two separate conditions enter. A small $N_T/N_D$ makes the response linear but does nothing for $G$. The edge condition is $2\lambda/W\ll1$, not merely $\lambda/W\ll1$, because the excluded strip has nearly the full weight $W$. For small $N_T$, Eqs.~\eqref{eq:lambda} and \eqref{eq:final} give
\begin{equation}
\frac{\lambda^2}{W^2}\simeq\frac{\theta[\ln(n_0/n_1)-1]}{V-\theta}.
\label{eq:ratio}
\end{equation}
The doping has cancelled except inside the logarithm. At a given bias, lighter doping widens the layer and the strip together and hardly improves the approximation. A larger bias does improve it, but as slowly as $V^{-1/2}$.

\subsection{Larger trap concentrations}

In the wide-layer limit $G=1$. For acceptor-like traps $1+N_T/(N_D-N_T)=N_D/(N_D-N_T)$, and Eq.~\eqref{eq:full} gives, with $r=N_T/N_D$,
\begin{align}
\left.\frac{C(0^+)}{C_\infty}\right|_{\rm acc}&=\sqrt{1-r}=1-\frac r2-\frac{r^2}{8}-\dots,\label{eq:acc}\\
\left.\frac{C(0^+)}{C_\infty}\right|_{\rm don}&=\frac1{\sqrt{1+r}}=1-\frac r2+\frac{3r^2}{8}-\dots .
\label{eq:don}
\end{align}
The linear terms agree and the quadratic terms differ in sign. At $r=0.3$ the amplitudes are 0.163 and 0.123, while the linear formula gives 0.150. It is 8\% too small for acceptor-like traps and 22\% too large for donor-like ones, relative to the respective closed forms.

\subsection{Decay in time}

Where $n\ll n_1$, capture is negligible and Eq.~\eqref{eq:rate} becomes $df/dt=-e_nf$. Traps filled by the pulse then keep the fraction $e^{-e_nt}$ of their electrons. Relative to the final state, $\delta f=e^{-e_nt}$ between $x_p$ and $W-\lambda$, and Eq.~\eqref{eq:weight} gives, to first order in $N_T/N_D$,
\begin{equation}
\frac{C(t)-C_\infty}{C_\infty}=-\frac{N_T}{2N_D}\,G\,e^{-e_nt}.
\label{eq:decay}
\end{equation}
The amplitude measures the trap density, and the decay time measures the emission rate. Near $x=W-\lambda$ the law is not strictly exponential. There $n$ is comparable with $n_1$, and by Eq.~\eqref{eq:rate} the filling relaxes at the faster rate $e_n+c_nn$.

\subsection{Worked example}

Take $T=230$~K, $\theta=19.82$~mV, relative permittivity 11.7, $N_D=10^{15}$~cm$^{-3}$ and acceptor-like traps with $N_T=10^{13}$~cm$^{-3}$. The trap lies 0.45~eV below the conduction band, the contact barrier is 0.65~eV, the reverse bias is 10~V, the pulse goes to 0~V, and the area is 1~mm$^2$. A density-of-states mass of 1.08 electron masses gives $N_c=1.89\times10^{19}$~cm$^{-3}$ and $n_1=2.61\times10^9$~cm$^{-3}$.

The built-in bending is the barrier less the bulk depth of the Fermi level, $V_{\rm bi}=0.65-\theta\ln(N_c/n_0)=0.455$~V, with energies expressed in volts. Thus $V=10.455$~V. The bulk Fermi level lies 0.2546~eV above the trap, so $\ln(n_0/n_1)=0.2546/0.01982=12.85$. Equation~\eqref{eq:lambda} gives $\lambda=554$~nm, and Eq.~\eqref{eq:final} gives $W=3679$~nm and $W_p=753$~nm. Hence $x_p=753-554\simeq200$~nm. In micrometres,
\begin{equation}
G=\frac{(3.679-0.554)^2-0.200^2}{3.679^2}=0.719 .
\end{equation}
The simple amplitude is $0.01/2=0.00500$. The first-order amplitude is $0.00500\times0.719=0.00359$, and Eq.~\eqref{eq:full} gives 0.00361.

For comparison, Poisson's equation was solved numerically on a grid by Newton iteration, with the electron density \eqref{eq:boltzmann} and the smooth filling \eqref{eq:steady} in place of abrupt edges. The capacitance was found from the linear response with traps frozen. This gives the amplitude 0.00361, $C_\infty=28.16$~pF and $\Delta C=-0.102$~pF. Using the simple formula backwards on this amplitude yields $N_T=7.2\times10^{12}$~cm$^{-3}$, 28\% below the density put in. Dividing by $G$ restores $1.01\times10^{13}$~cm$^{-3}$.

With all else fixed, the numerical amplitude in units of $N_T/(2N_D)$ approaches one slowly as the reverse bias rises:
\begin{center}
\begin{tabular}{rrrr}
$V_R$ (V) & $W$ (nm) & numerical & $G$\\
2.5 & 1953 & 0.507 & 0.503\\
10 & 3679 & 0.723 & 0.719\\
40 & 7236 & 0.856 & 0.852\\
160 & 14409 & 0.927 & 0.924
\end{tabular}
\end{center}
The small excess over $G$ is mostly the next order in $N_T/N_D$: expanding Eq.~\eqref{eq:full} gives the relative correction $r(1-3G/4)$, or 0.5\% at 10~V.

The distance weighting is also visible. Starting from the final state at 10~V, refilling the traps between 0.5 and 1.0~$\mu$m changes the numerical capacitance by $-2.80\times10^{-4}$ of its value. Refilling those between 2.0 and 2.5~$\mu$m changes it by $-8.38\times10^{-4}$. Their ratio is close to three, which is the ratio of the distances of the slab centres from the metal, 2.25 and 0.75~$\mu$m.

With $\sigma=10^{-15}$~cm$^2$ and a conductivity mass of 0.26 electron masses, $v_{\rm th}=2.01\times10^7$~cm/s. Then $e_n=\sigma v_{\rm th}n_1=52$~s$^{-1}$, and the decay time is 19~ms. Stepping Eq.~\eqref{eq:rate} and Poisson's equation together in time leaves 0.360 of the signal at $e_nt=1$, against $e^{-1}=0.368$. The deficit is 2\% of the exponential value. Two effects near the edge act in this direction. Traps there relax faster, and the layer, still slightly wider than in the final state, temporarily empties some traps that are later refilled. The first effect is the larger, and its size is plausible: the transition length \eqref{eq:smear} is about 23~nm, and a layer that thick at $W-\lambda$ carries about 1.5\% of the moment of the active traps.

\subsection{Comparison with real contacts}

The parameters are rough values for a nickel-silicide contact on lightly doped n-type silicon, cooled so that the emission time is about 20~ms. One way in which a real contact can depart from the model is nonuniform doping. The derivation of Eq.~\eqref{eq:weight} carries over with $N_b$ taken at the layer edge, so an edge density 10\% above the assumed one lowers the amplitude by about 9\% at the same width and filling. Traps confined near the silicide would give a much smaller signal than the uniform formula suggests, because of the weight $x$.

The other effects estimated here are small for the amplitude at 10~V. The peak field is 0.057~MV/cm, about a fifth of a rough breakdown field of 0.3~MV/cm; at 160~V it is 0.22~MV/cm, which leaves little margin. The characteristic tunnelling energy is 0.017 of $k_BT$. The density $N_D$ is $5\times10^{-5}$ of $N_c$, so degeneracy is negligible, and about 99.9\% of shallow donors are ionized in the bulk. Image-force lowering of the barrier is 26~meV. An estimate of thermionic leakage that includes it gives an electron density in the layer of only $3\times10^{-5}\,n_1$, too small to refill traps. Hole emission, with equal prefactors and an assumed gap of 1.13~eV, is of order $10^{-5}$ of electron emission. A pulse of 1~ms does not quite complete the filling near $x_p$, and lowers $G$ by about 0.3\%.

The emission rate is less secure than the amplitude. Using the density-of-states mass for the thermal speed would halve it. For a donor-like trap, the peak field lowers the emission barrier by 53~meV in the direction of easiest escape. Applying this lowering to all emission would raise the rate 14 times; averaging the rate over all directions, with no lowering for escape against the easy direction, gives a factor of about 4. Since the field varies through the layer, the decay would also become nonexponential. The amplitude in Eq.~\eqref{eq:firstorder} depends on $e_n$ only weakly, through the ratio $n_1=e_n/c_n$ inside the logarithm of Eq.~\eqref{eq:lambda}, provided that the first reading is taken before appreciable emission and the last after emission is complete.

Numerical values quoted here were computed with a short program.
